\section*{Apparent Schottky barrier when depletion-region recombination shares the forward current}

\section*{The diode}

A metal contact on $n$-type silicon with donor density $N$ and permittivity $\varepsilon$ is biased forward by $V$. Write $v=qV/kT$, and let $\phi$ be the zero-bias barrier, an energy measured from the metal Fermi level. The thermionic current density is
\begin{equation}
J_{\rm T}=J_s(e^{v}-1),\qquad J_s=A^*T^2e^{-\phi/kT}.
\end{equation}
In parallel, electrons and holes recombine in the depletion region through midgap traps with equal electron and hole lifetimes $\tau$, at the rate
\begin{equation}
R=\frac{np-n_i^2}{\tau(n+p+2n_i)} .
\end{equation}
Both quasi-Fermi levels are flat through the depletion region, the hole level being that of the metal, so $np=n_i^2e^{v}$ there. Series resistance is neglected, and $A^*$ and $T$ are known.

The experimenter plots $y=\ln[J/(1-e^{-v})]$ against $V$ and fits one straight line by least squares. With $J$ and $J_{\rm app}$ in the same unit, the line is $\ln J_{\rm app}+v/n$. It defines the ideality $n$ and the apparent barrier $\phi_{\rm app}=kT\ln(A^*T^2/J_{\rm app})$.

\section*{(a) The recombination current}

\textit{Find the recombination current for $e^{v/2}\gg1$, and the bias range in which the result can hold.}

\textbf{Answer.} Let $x$ be the distance from the plane where $n=p=n_ie^{v/2}$, counted towards the bulk, and let the field have the constant magnitude $E$ near that plane. With $\xi=qEx/kT$, the densities are $n_ie^{v/2}e^{\pm\xi}$, so that
\begin{equation}
R=\frac{n_i(e^{v}-1)}{2\tau(e^{v/2}\cosh\xi+1)}
\simeq\frac{n_i}{2\tau}\,e^{v/2}(1-e^{-v})\,\mathrm{sech}\,\xi ,
\end{equation}
where the 1 beside $e^{v/2}\cosh\xi$ has been dropped. The rate dies out within a few $kT/qE$, so the integral may run over all $\xi$, and $\int\mathrm{sech}\,\xi\,d\xi=\pi$. Hence
\begin{equation}
J_{\rm R}=J_r\,e^{v/2}(1-e^{-v}),\qquad J_r=\frac{qn_iw}{2\tau},\qquad w=\frac{\pi kT}{qE}.
\end{equation}
The exponent $v/2$ is ideality two.

The field follows from the band bending $\psi_c$ between this plane and the bulk. Setting $Ne^{-q\psi_c/kT}=n_ie^{v/2}$ gives
\begin{equation}
q\psi_c=kT\ln\frac{N}{n_i}-\frac{qV}{2},\qquad E=\sqrt{\frac{2qN\psi_c}{\varepsilon}} .
\end{equation}
Thus $J_r$ depends weakly on bias. It is held at its value at the window's centre from here on.

With $\psi_c>0$, that is $qV<2kT\ln(N/n_i)$, the plane exists if $\psi_c$ is smaller than the total bending $\psi_s$, where $q\psi_s=\phi-kT\ln(N_c/N)-qV$ and $N_c$ is the conduction-band density of states. This requires
\begin{equation}
qV<2\left[\phi-kT\ln(N_c/n_i)\right],
\end{equation}
with a margin of several $kT$ so that the whole zone fits. Otherwise $n>p$ everywhere. Several $kT$ beyond the limit, $n\gg p$ and $R\simeq p/\tau$, which is largest at the surface. There $n=N_ce^{-(\phi-qV)/kT}$, so $p=n_i^2e^{v}/n=(n_i^2/N_c)e^{\phi/kT}$ does not depend on bias. While the total bending is still many $kT$, the current then varies much more slowly than $e^{v/2}$, mainly through the field at the surface.

\section*{(b) A narrow fitting window}

\textit{For a window so narrow that the fit is the tangent at $v_0=qV_0/kT$, express $n$ and $\phi_{\rm app}$ through $r=J_r/J_s$ and the recombination share $f$ of the current at $v_0$.}

\textbf{Answer.} Since $e^v-1=e^v(1-e^{-v})$, both currents carry the factor $1-e^{-v}$, which the plot removes:
\begin{equation}
y=\ln J_s+v+\ln(1+re^{-v/2}),\qquad f=\frac{re^{-v/2}}{1+re^{-v/2}} .
\end{equation}
Differentiation gives the slope
\begin{equation}
\frac1n=y'(v_0)=1-\frac f2 .
\end{equation}
Because $1+re^{-v/2}=1/(1-f)$, the intercept is
\begin{equation}
\ln J_{\rm app}=y(v_0)-v_0y'(v_0)=\ln J_s-\ln(1-f)+\frac{fv_0}{2}. \label{icpt}
\end{equation}
The ratio $f/(1-f)=re^{-v_0/2}$ gives $v_0/2=\ln r-\ln f+\ln(1-f)$. Substituting this,
\begin{align}
\ln\frac{J_{\rm app}}{J_s}&=f\ln r-f\ln f-(1-f)\ln(1-f),\\
\phi_{\rm app}&=\phi-kT\,[\,f\ln r+H(f)\,], \label{main}
\end{align}
with $H(f)=-f\ln f-(1-f)\ln(1-f)$, the entropy function of a two-way division.

For $f\to0$ the fit returns $\phi$. For $f\to1$ it returns $\phi-kT\ln r=kT\ln(A^*T^2/J_r)$, in which $\phi$ has cancelled: the reading then describes the traps and not the metal contact.

\section*{(c) Bounds and the choice of bias}

\textit{How does the tangent reading move with $V_0$? Bound the reading for a forward-bias window of any width.}

\textbf{Answer.} Differentiating $\ln[f/(1-f)]=\ln r-v/2$ gives $f'=-f(1-f)/2$, so $y''=-f'/2=f(1-f)/4>0$. The intercept changes as
\begin{equation}
\frac{d}{dv_0}(y-v_0y')=-v_0y''<0 ,
\end{equation}
and $\phi_{\rm app}$ rises with $V_0$ for the two-exponential law with constant $J_r$. Where $f$ is close to 1 at low bias, $y''$ is small, and the 1 dropped in (a), which bends the recombination curve the other way, can reverse the trend.

For a wide window, the least-squares residual is orthogonal to $1$ and to $v$, so it changes sign at least twice. A strictly convex curve meets a line at most twice. The fitted line is therefore a chord, lying below $y$ outside its two crossings, and its intercept is below $y(0)=\ln J_s+\ln(1+r)$.

For the other bound, subtract $\ln J_s+v$, which the fit reproduces without error. The remainder $\ln(1+re^{-v/2})$ is positive and decreasing, so its fitted slope is negative. Its intercept, the mean minus slope times mean $v$, is positive. Together,
\begin{equation}
\phi-kT\ln(1+r)<\phi_{\rm app}<\phi .
\end{equation}

\section*{(d) A window of finite width}

\textit{Find the leading correction when evenly weighted data fill a window of width $L$ in $v$, centred at $v_0$.}

\textbf{Answer.} Put $t=v-v_0$ and expand $y$ in $t$. The window averages are $\langle t^2\rangle=L^2/12$ and $\langle t^4\rangle=L^4/80$. The mean of $y$ gains $y''L^2/24$. The slope $\langle ty\rangle/\langle t^2\rangle$ gains
\begin{equation}
\frac{y'''}{6}\,\frac{\langle t^4\rangle}{\langle t^2\rangle}=\frac{y'''L^2}{40},\qquad
y'''=\frac{(1-2f)f'}{4}=-\frac{f(1-f)(1-2f)}{8}.
\end{equation}
The intercept therefore gains $y''L^2/24-v_0y'''L^2/40$, which adds to the bracket in (\ref{main}) the term
\begin{equation}
L^2f(1-f)\left[\frac1{96}+\frac{v_0(1-2f)}{320}\right]. \label{win}
\end{equation}
Odd powers of $t$ average to zero, so the next correction is of order $L^4$.

\section*{(e) Recovering the true barrier}

\textit{Find $\phi$ from $n$, $\phi_{\rm app}$ and $V_0$ alone.}

\textbf{Answer.} The slope gives $f=2(n-1)/n$ and $1-f=(2-n)/n$. Multiplying (\ref{icpt}) by $-kT$ and adding $kT\ln(A^*T^2)$ gives $\phi_{\rm app}=\phi+kT\ln(1-f)-kTfv_0/2$, hence
\begin{equation}
\phi=\phi_{\rm app}+kT\ln\frac{n}{2-n}+\left(1-\frac1n\right)qV_0 . \label{rec}
\end{equation}
This holds for a narrow window and if the sole cause of $n>1$ is a recombination current of ideality exactly two. As $n\to2$ the logarithm diverges and magnifies any error in $n$. If the recombination current has an ideality somewhat below two, as found in (g), the recovered barrier can be tens of meV too low when $f$ is close to 1.

\section*{(f) Response to the true barrier}

\textit{At fixed $J_r$ and $V_0$, does a higher $\phi$ give a higher reading?}

\textbf{Answer.} Raising $\phi$ lowers $J_s$, so $d\ln r=d\phi/kT$ and $df=f(1-f)\,d\phi/kT$. Differentiating the expression for $\phi_{\rm app}$ in (e),
\begin{equation}
\frac{d\phi_{\rm app}}{d\phi}=1-f-\frac{v_0}{2}f(1-f)=(1-f)\left(1-\frac{fv_0}{2}\right).
\end{equation}
The reading falls as the barrier rises once $fv_0/2>1$. Two different barriers can then give the same $\phi_{\rm app}$; their idealities differ, because $f$ increases with $\phi$.

\section*{(g) Numbers}

\textit{Evaluate the results for $\phi=0.80$ eV, $T=300$ K, $N=10^{15}$ cm$^{-3}$, $\tau=1$ ns, $A^*=110$ A/cm$^2$K$^2$, $n_i=10^{10}$ cm$^{-3}$ and a fit from 0.10 to 0.20 V. Judge the neglected effects.}

\textbf{Answer.} With $kT=25.85$ meV, $v_0=5.80$ and $L=3.87$. The field at the crossing plane is 8.3 kV/cm and $w=98$ nm. The crossing exists up to 0.475 V, well above the window. Then
\begin{align}
J_s&=110\times300^2\,e^{-0.80/0.025852}=3.60\times10^{-7}\ \mathrm{A/cm^2},\\
J_r&=\frac{(1.602\times10^{-19})(10^{10})(9.79\times10^{-6})}{2\times10^{-9}}=7.84\times10^{-6}\ \mathrm{A/cm^2},
\end{align}
so $r=21.8$, $re^{-v_0/2}=1.20$ and $f=0.545$. The bracket is $0.545\times3.081+0.689=2.368$, a deficit of 61.2 meV. The window term (\ref{win}) adds 0.8 meV. The least-squares fit gives $n=1.37$ and
\begin{equation}
\phi_{\rm app}=0.738\ \mathrm{eV}=1.18\times10^{-19}\ \mathrm{J},
\end{equation}
which is 62 meV below the true barrier. Equation (\ref{rec}) returns $0.738+0.020+0.041=0.799$ eV; the missing 1 meV comes from the finite window.

The sensitivity is $0.455\,(1-1.581)=-0.26$. Fits with $J_r$ and the window held fixed show the resulting maximum:
\begin{center}
\begin{tabular}{ccc}
$\phi$ (eV) & $n$ & $\phi_{\rm app}$ (eV)\\
0.70 & 1.013 & 0.697\\
0.75 & 1.085 & 0.734\\
0.80 & 1.373 & 0.738\\
0.85 & 1.794 & 0.726\\
0.90 & 1.963 & 0.721
\end{tabular}
\end{center}
The last entry is close to the trap limit $0.800-0.02585\times3.081=0.720$ eV. The table uses the two-exponential law. With the full trap rate and the field from Poisson's equation the maximum remains, but the last two readings rise to about 0.731 and 0.728 eV, and (\ref{rec}) returns only 0.83 and 0.85 eV for them.

Moving the window to 0.20--0.30 V, with $J_r$ unchanged and series resistance still neglected, raises the reading to 0.776 eV. Although $n$ is then only 1.085, 24 meV are still missing. Cooling acts the other way. Apart from slower factors, $re^{-v_0/2}$ varies as $\exp[(\phi-E_g/2-qV_0/2)/kT]$. With a gap $E_g=1.12$ eV the exponent is positive, so $f$ grows on cooling. At fixed $\phi$, $\tau$, $E_g$ and voltage window, the fit gives 0.757 eV at 350 K and 0.709 eV at 250 K, an apparent temperature dependence of a constant barrier. The widening of silicon's gap on cooling, neglected here, weakens this dependence appreciably if $\phi$ stays fixed. If the barrier widens with the gap, the deficit $\phi-\phi_{\rm app}$ instead varies more strongly with temperature than shown.

\textbf{Neglected effects.} Integrating the full trap rate through the depletion region, with the field still taken from the depletion approximation, raises $\phi_{\rm app}$ by 4.9 meV, and (\ref{rec}) then returns 0.796 eV. The recombination current alone has ideality 1.82. Two causes account for this. The field falls with bias, which adds $kT/4q\psi_c=0.029$ to the slope $1/2$. The dropped 1 in (a) reduces the integral from $\pi$ to about $\pi-2e^{-v/2}$, which adds $e^{-v_0/2}/\pi=0.017$. The sum, 0.546, corresponds to 1.83. Keeping the mobile charge in Poisson's equation lowers the field at the crossing to 7.8 kV/cm and widens $w$ to 104 nm; the rise of $\phi_{\rm app}$ is then 3.3 meV instead of 4.9 meV, the ideality 1.81, and the recovered barrier still 0.796 eV. Using the alternative law $J_r(e^{v/2}-1)$ instead changes the reading by $+4.4$ meV. Diffusion-limited electron supply changes it by $-1.1$ meV, bias-dependent image lowering by $-0.7$ meV and wafer resistance by $-0.1$ meV. These shifts refer to 0.80 eV, 300 K and the window 0.10--0.20 V. The resistance of the 300 $\mu$m wafer matters far more at higher current: it lowers the reading by about 8 meV in the window 0.20--0.30 V (where $n$ becomes 1.13), by 4 meV for the 0.70 eV barrier and, with the lower mobility, by about 5 meV at 350 K. The tunnelling energy, 0.3 meV, is far below $kT$.

\textbf{Comparison with a real contact.} The barrier is a rough value for silver on $n$-type silicon, and the doping is that of a lightly doped wafer. The lifetime is not typical, and the program's opening comment, which calls the material values typical, does not apply to it: 1 ns stands for heavily damaged material, while good silicon has microseconds or more. With a thermal velocity of $2\times10^7$ cm/s and capture cross-sections of $10^{-15}$ to $10^{-14}$ cm$^2$, 1 ns requires $5\times10^{16}$ to $5\times10^{15}$ traps per cm$^3$, more than the donors. The charge of so many traps, neglected here, could compensate the doping and change the field. The example therefore illustrates the error of the fit and does not predict the current of such a contact. With the other parameters fixed, 100 ns already reduces the deficit to about 1 meV. Real damage is not uniform, and the lifetime that counts is mainly the one in and near the crossing zone, whose effective width is 98 nm and whose position shifts with bias. A tenfold change of $\tau$ moves the reading to 0.788 eV (10 ns) or 0.665 eV (0.1 ns), far more than the corrections above. A factor of two in the assumed $A^*$ shifts it by $kT\ln2=18$ meV. Lateral variation of the barrier and interface layers lie outside this model, and their effect is not estimated here. The remaining figures are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
barrier 0.80 eV, T 300 K, kT 25.852 meV
A* 110 A/cm2/K2, doping 1.0e+15 cm^-3, tau 1.0 ns
n_i 1.0e+10 cm^-3, N_c 2.8e+19 cm^-3, eps_r 11.7, gap 1.12 eV
fit window 0.10 to 0.20 V, v0 5.802, L 3.868
field at n=p crossing 8298 V/cm, zone width 97.9 nm
crossing exists below V = 0.475 V
Js 3.599e-07 A/cm2, Jr 7.840e-06 A/cm2, r 21.78
share f 0.5449, ln r 3.0811, H(f) 0.6891
tangent: n 1.3744, bracket 2.3679, phi_app 0.7388 eV
window term 0.84 meV, phi_app 0.7379 eV
least-squares fit: n 1.3726, phi_app 0.7379 eV = 1.1823e-19 J
barrier deficit 62.1 meV
lower bound phi-kT ln(1+r) 0.7192 eV
recovered barrier 0.7989 eV
sensitivity dphi_app/dphi -0.264
tau 100.0 ns: r 0.218, n 1.007, phi_app 0.7987 eV
tau 10.0 ns: r 2.178, n 1.060, phi_app 0.7881 eV
tau 1.0 ns: r 21.782, n 1.373, phi_app 0.7379 eV
tau 0.1 ns: r 217.822, n 1.847, phi_app 0.6647 eV
window 0.05-0.15 V: n 1.600, phi_app 0.7250 eV
window 0.10-0.20 V: n 1.373, phi_app 0.7379 eV
window 0.15-0.25 V: n 1.191, phi_app 0.7574 eV
window 0.20-0.30 V: n 1.085, phi_app 0.7759 eV
true barrier 0.70 eV: n 1.013, phi_app 0.6973 eV
true barrier 0.75 eV: n 1.085, phi_app 0.7337 eV
true barrier 0.80 eV: n 1.373, phi_app 0.7379 eV
true barrier 0.85 eV: n 1.794, phi_app 0.7256 eV
true barrier 0.90 eV: n 1.963, phi_app 0.7212 eV
T 250 K: r 115.13, n 1.622, phi_app 0.7090 eV
T 300 K: r 21.78, n 1.373, phi_app 0.7379 eV
T 350 K: r 7.11, n 1.231, phi_app 0.7570 eV
trap integral / constant-Jr formula at V0 0.980, its ideality 1.823
ideality of trap current for a 0.55 eV barrier 7.42
full trap integral: n 1.320, phi_app 0.7428 eV, change +4.89 meV
barrier recovered from those data 0.7963 eV
Jr(exp(v/2)-1) law: change of phi_app +4.389 meV
image lowering with bias: change of phi_app -0.719 meV
diffusion-limited supply: change of phi_app -1.104 meV
series resistance: change of phi_app -0.102 meV
zero-bias image lowering 12.6 meV, R 0.134 ohm cm2
mobilities 1400, 450 cm2/Vs; wafer 300 um; mass 0.26 m_e
tunnelling energy E00 0.337 meV, hole level drop 0.106 meV
\end{verbatim}
